# Effective U of a low-spin t2 defect level with tetragonal Jahn–Teller coupling: test program

```python
# Result under test: a t2 defect level with N electrons, one pair repulsion U
# and linear coupling to e (tetragonal) modes has
#   U_eff(N) = E(N+1) + E(N-1) - 2 E(N) = U - 2 E_JT (N odd), U + 4 E_JT (N even).
# E(N): relaxed total energy; E_JT: relaxation energy of one electron.
# J: Hund exchange; E_T: one-electron trigonal relaxation energy;
# E_A: breathing relaxation energy of one electron; eps0: bare level.
# Mode coordinates q are scaled so that the elastic energy is q^2/2 (in eV).
import numpy as np
from scipy.constants import k as k_B, e as e_charge

rng = np.random.default_rng(7)
angles = 2 * np.pi * np.arange(3) / 3
pull = np.column_stack([np.cos(angles), np.sin(angles)])  # orbital directions


def fermion_operators(count):
    """Annihilation matrices with the correct fermion signs."""
    lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    result = []
    for p in range(count):
        matrix = np.eye(1)
        for r in range(count):
            matrix = np.kron(matrix, sign if r < p else lower if r == p else one)
        result.append(matrix)
    return result


ann = fermion_operators(6)               # index 2*orbital + spin
num = [a.T @ a for a in ann]
orbital_occ = np.column_stack([np.diag(num[2*i] + num[2*i+1]) for i in range(3)])
total_occ = np.rint(orbital_occ.sum(axis=1)).astype(int)


def interaction(U, J, full):
    """Electron repulsion; full=True adds spin flip and pair hopping."""
    H = np.zeros((64, 64))
    for i in range(3):
        H += U * num[2*i] @ num[2*i+1]
        for j in range(3):
            if i == j:
                continue
            H += (U - 2*J) * num[2*i] @ num[2*j+1]
            if i < j:
                for s in (0, 1):
                    H += (U - 3*J) * num[2*i+s] @ num[2*j+s]
            if full:
                iu, idn, ju, jdn = ann[2*i], ann[2*i+1], ann[2*j], ann[2*j+1]
                H += -J * iu.T @ idn @ jdn.T @ ju + J * iu.T @ idn.T @ jdn @ ju
    return H


def relaxed_energy(H, N, E_JT, starts=24, steps=30):
    """Lowest adiabatic energy over both e modes, no occupation assumed."""
    index = np.where(total_occ == N)[0]
    block, occ = H[np.ix_(index, index)], orbital_occ[index]
    g, best = np.sqrt(2 * E_JT), np.inf
    for scale in np.linspace(0.01, 3, starts):
        q = g * scale * rng.normal(size=2)
        for _ in range(steps):
            w, v = np.linalg.eigh(block - g * np.diag(occ @ pull @ q))
            best = min(best, w[0] + q @ q / 2)
            q = g * (v[:, 0]**2 @ occ) @ pull    # force balance
    return best


def all_energies(U, E_JT, J=0.0, full=False):
    H = interaction(U, J, full)
    return np.array([relaxed_energy(H, N, E_JT) for N in range(7)])


def second_difference(values):
    values = np.asarray(values, dtype=float)
    return values[2:] + values[:-2] - 2 * values[1:-1]


def alternating(U, E_JT, J=0.0):
    return np.array([U - 2*E_JT if N % 2 else U - 5*J + 4*E_JT for N in range(1, 6)])


# Example parameters (eV): chosen round values
U, E_JT, eps0, gap = 0.25, 0.18, 0.35, 1.20
J, E_T, E_A, quantum, temperature = 0.05, 0.06, 0.04, 0.03, 300.0
numbers = np.arange(7)

# Main result from many-electron diagonalization, for several parameter sets
for U_test, E_test in ((U, E_JT), (0.9, 0.11), (0.1, 0.4)):
    found = second_difference(all_energies(U_test, E_test))
    assert np.allclose(found, alternating(U_test, E_test), atol=1e-9)
energy = all_energies(U, E_JT) + eps0 * numbers
U_eff = second_difference(energy)

# Occupations, squared pull and degeneracy by listing all 64 determinants
best_occ, pull2, degeneracy = [], [], []
for N in numbers:
    occ = orbital_occ[total_occ == N]
    square = np.sum((occ @ pull)**2, axis=1)
    top = np.isclose(square, square.max())
    assert np.allclose(square, (occ**2).sum(1) - (N**2 - (occ**2).sum(1)) / 2)
    best_occ.append(sorted(np.rint(occ[top][0]).astype(int), reverse=True))
    pull2.append(square.max())
    degeneracy.append(int(top.sum()))
pull2 = np.array(pull2)
relaxation = energy - eps0*numbers - U*numbers*(numbers - 1)/2
assert np.allclose(relaxation, -E_JT * pull2, atol=1e-9)

# One-electron transition levels
levels = np.diff(energy)
level_formula = eps0 + U*np.arange(6) + E_JT*np.array([-1, -3, 1, -1, 3, 1])
assert np.allclose(levels, level_formula, atol=1e-9)


# Stable charge states from a sweep of the Fermi level
def sweep(E):
    fermi = np.arange(-1, 4, 1e-4)
    stable = np.argmin(E[None, :] - fermi[:, None] * numbers, axis=1)
    jumps = np.where(np.diff(stable))[0]
    return sorted(set(stable.tolist())), fermi[jumps + 1]


stable, pair_levels = sweep(energy)
assert stable == [0, 2, 4, 6]
pair_formula = eps0 + np.array([U/2 - 2*E_JT, 5*U/2, 9*U/2 + 2*E_JT])
assert np.allclose(pair_levels, pair_formula, atol=2e-4)  # sweep step 1e-4
U_large = 0.50
stable_large, _ = sweep(all_energies(U_large, E_JT) + eps0 * numbers)
assert U_large > 2*E_JT and stable_large == list(range(7))

# Exchange: multiplet check, density-density formula, full interaction
pair_index = np.where(total_occ == 2)[0]
spectrum = np.linalg.eigvalsh(interaction(U, J, True)[np.ix_(pair_index, pair_index)])
assert np.allclose(spectrum, [U - 3*J]*9 + [U - J]*5 + [U + 2*J])
density_exchange = second_difference(all_energies(U, E_JT, J))
assert np.allclose(density_exchange, alternating(U, E_JT, J), atol=1e-9)
energy_exchange = all_energies(U, E_JT, J, True) + eps0 * numbers
U_eff_exchange = second_difference(energy_exchange)
levels_exchange = np.diff(energy_exchange)
beyond_density = np.max(np.abs(U_eff_exchange - density_exchange))
assert beyond_density < J**2 / E_JT      # second-order size
stable_exchange, pair_levels_exchange = sweep(energy_exchange)
assert stable_exchange == [0, 2, 4, 6]

# Low spin is lost exactly when exchange passes its bound
for N, ratio, low_J in ((2, 1.0, 0), (3, 0.75, 5), (4, 1.0, 10)):
    for factor in (0.98, 1.02):
        J_test = factor * ratio * E_JT
        low_spin = U*N*(N-1)/2 - low_J*J_test - E_JT*pull2[N]
        lowest = relaxed_energy(interaction(U, J_test, False), N, E_JT)
        if factor < 1:
            assert abs(lowest - low_spin) < 1e-9
        else:
            assert lowest < low_spin - 1e-3


# Independent-orbital sheet with e, trigonal and breathing modes
def mode_matrices(E_e, E_trig, E_breath):
    mats = [np.sqrt(2*E_e) * np.diag(pull[:, c]) for c in (0, 1)]
    for i, j in ((0, 1), (0, 2), (1, 2)):
        m = np.zeros((3, 3))
        m[i, j] = m[j, i] = np.sqrt(1.5 * E_trig)
        mats.append(m)
    mats.append(np.sqrt(2*E_breath) * np.eye(3))
    return np.array(mats)


def filling(N):
    return np.array([min(2, max(0, N - 2*i)) for i in range(3)], dtype=float)


def sheet(q, N, mats):
    return q @ q / 2 + filling(N) @ np.linalg.eigvalsh(-np.tensordot(q, mats, 1))


def relax_modes(N, mats):
    best, best_q = np.inf, None
    for _ in range(10):
        q = rng.normal(size=6)
        for _ in range(100):
            _, v = np.linalg.eigh(-np.tensordot(q, mats, 1))
            density = (v * filling(N)) @ v.T
            q = np.einsum('kij,ij->k', mats, density)
        value = sheet(q, N, mats)
        if value < best:
            best, best_q = value, q
    return best, best_q


mats = mode_matrices(E_JT, E_T, E_A)
mixed = np.array([relax_modes(N, mats)[0] for N in numbers])
mixed_U = second_difference(mixed + U*numbers*(numbers - 1)/2)
assert np.allclose(mixed_U, alternating(U - 2*E_A, E_JT), atol=1e-8)
trigonal_wins = relax_modes(1, mode_matrices(E_JT, 1.2*E_JT, 0))[0]
assert abs(trigonal_wins + 1.2*E_JT) < 1e-6      # control: wells move

# Zero-point energy from the numerical curvature of the sheet
mats = mode_matrices(E_JT, E_T, 0)
zero_point, step = [], 1e-3
for N in numbers:
    _, q0 = relax_modes(N, mats)
    if N == 1:
        well_radius = np.linalg.norm(q0)
    hessian = np.zeros((6, 6))
    unit = step * np.eye(6)
    for a in range(6):
        for b in range(6):
            hessian[a, b] = (sheet(q0+unit[a]+unit[b], N, mats)
                             - sheet(q0+unit[a]-unit[b], N, mats)
                             - sheet(q0-unit[a]+unit[b], N, mats)
                             + sheet(q0-unit[a]-unit[b], N, mats)) / (4*step**2)
    curvature = np.linalg.eigvalsh(hessian)
    zero_point.append(quantum / 2 * np.sum(np.sqrt(curvature) - 1))
soft_count = np.array([sum(o[i] != o[j] for i, j in ((0, 1), (0, 2), (1, 2)))
                       for o in best_occ])
soft_shift = quantum / 2 * (np.sqrt(1 - E_T/E_JT) - 1)
assert np.allclose(zero_point, soft_count * soft_shift, atol=1e-5)
zero_point_U = second_difference(zero_point)

# Overlap of vibrational ground states in two neighbouring wells (N = 1)
separation = np.sqrt(3) * well_radius / np.sqrt(quantum)
x = np.linspace(-15, 15 + separation, 6001)
overlap = np.sum(np.exp(-x**2/2 - (x-separation)**2/2)) * (x[1]-x[0]) / np.sqrt(np.pi)
assert abs(overlap / np.exp(-1.5*E_JT/quantum) - 1) < 1e-6

# Degeneracy term in the free-energy form of U_eff
kT = k_B * temperature / e_charge
thermal_U = second_difference(-kT * np.log(degeneracy))
ratio_log = [np.log(degeneracy[N]**2 / (degeneracy[N-1]*degeneracy[N+1]))
             for N in range(1, 6)]
assert np.allclose(thermal_U, kT * np.array(ratio_log))

print(f"Inputs: U = {U:.2f} eV, E_JT = {E_JT:.2f} eV, eps0 = {eps0:.2f} eV, gap = {gap:.2f} eV")
print(f"Inputs for neglected effects: J = {J:.2f} eV, E_T = {E_T:.2f} eV, "
      f"phonon quantum = {quantum:.2f} eV, T = {temperature:.0f} K")
print("N, charge (N=2 neutral), occupations, |F|^2, relaxation (eV), E(N) (eV), degeneracy")
for N in numbers:
    print(f"  {N}  {2-N:+d}  {''.join(map(str, best_occ[N]))}  {pull2[N]:.0f}  "
          f"{relaxation[N]:.3f}  {energy[N]:.3f}  {degeneracy[N]}")
print("N, U_eff (eV), (U_eff-U)/E_JT, U_eff with full exchange (eV)")
for N in range(1, 6):
    print(f"  {N}  {U_eff[N-1]:+.3f}  {(U_eff[N-1]-U)/E_JT:+.2f}  {U_eff_exchange[N-1]:+.4f}")
print("One-electron levels above valence band (eV): plain, with exchange, plain in gap?")
for N in range(6):
    print(f"  {N}/{N+1}  {levels[N]:.3f}  {levels_exchange[N]:.4f}  {0 < levels[N] < gap}")
print("Stable N over the full Fermi-level sweep:", stable)
print("Two-electron levels 0/2, 2/4, 4/6 (eV):", " ".join(f"{v:.3f}" for v in pair_formula))
print("Same with full exchange (eV):", " ".join(f"{v:.3f}" for v in pair_levels_exchange))
print(f"Stable N for the control U = {U_large:.2f} eV:", stable_large)
print(f"Smallest E_JT for low spin at all N, 4J/3: {4*J/3:.4f} eV")
print(f"Largest U_eff change from spin flip and pair hopping: {1000*beyond_density:.2f} meV")
print("Trigonal zero-point change of U_eff, N=1..5 (meV):",
      " ".join(f"{1000*v:+.2f}" for v in zero_point_U))
print(f"Vibrational overlap of neighbouring wells, N=1: {overlap:.2e} (no unit)")
print(f"kT at {temperature:.0f} K: {1000*kT:.2f} meV")
print("Degeneracy change of U_eff, N=1..5 (meV):",
      " ".join(f"{1000*v:+.1f}" for v in thermal_U))
print("U_eff plus degeneracy term, N=1..5 (eV):",
      " ".join(f"{v:+.3f}" for v in U_eff + thermal_U))
print("PASS")
```

Printed output:

```
Inputs: U = 0.25 eV, E_JT = 0.18 eV, eps0 = 0.35 eV, gap = 1.20 eV
Inputs for neglected effects: J = 0.05 eV, E_T = 0.06 eV, phonon quantum = 0.03 eV, T = 300 K
N, charge (N=2 neutral), occupations, |F|^2, relaxation (eV), E(N) (eV), degeneracy
  0  +2  000  0  0.000  0.000  1
  1  +1  100  1  -0.180  0.170  6
  2  +0  200  4  -0.720  0.230  3
  3  -1  210  3  -0.540  1.260  12
  4  -2  220  4  -0.720  2.180  3
  5  -3  221  1  -0.180  4.070  6
  6  -4  222  0  0.000  5.850  1
N, U_eff (eV), (U_eff-U)/E_JT, U_eff with full exchange (eV)
  1  -0.110  -2.00  -0.1123
  2  +0.970  +4.00  +0.7234
  3  -0.110  -2.00  -0.1122
  4  +0.970  +4.00  +0.7234
  5  -0.110  -2.00  -0.1123
One-electron levels above valence band (eV): plain, with exchange, plain in gap?
  0/1  0.170  0.1700  True
  1/2  0.060  0.0577  True
  2/3  1.030  0.7811  True
  3/4  0.920  0.6689  True
  4/5  1.890  1.3923  False
  5/6  1.780  1.2800  False
Stable N over the full Fermi-level sweep: [0, 2, 4, 6]
Two-electron levels 0/2, 2/4, 4/6 (eV): 0.115 0.975 1.835
Same with full exchange (eV): 0.114 0.725 1.336
Stable N for the control U = 0.50 eV: [0, 1, 2, 3, 4, 5, 6]
Smallest E_JT for low spin at all N, 4J/3: 0.0667 eV
Largest U_eff change from spin flip and pair hopping: 3.37 meV
Trigonal zero-point change of U_eff, N=1..5 (meV): +5.51 -2.75 +5.51 -2.75 +5.51
Vibrational overlap of neighbouring wells, N=1: 1.23e-04 (no unit)
kT at 300 K: 25.85 meV
Degeneracy change of U_eff, N=1..5 (meV): +64.2 -53.8 +71.7 -53.8 +64.2
U_eff plus degeneracy term, N=1..5 (eV): -0.046 +0.916 -0.038 +0.916 -0.046
PASS
```
